# Ion-Pair Neutralization through One Crossing: The One-Half Limit on 2p(1−p)

## What goes wrong with one passage

In a plasma containing negative ions, a positive and a negative ion can neutralize each other by transferring an electron:

\[
A^+ + B^- \to A + B .
\]

The transfer takes place near the distance where the ionic energy crosses that of a neutral, or covalent, state. Suppose one equates the neutralization probability with the chance \(1-p\) of changing state at this crossing. Stronger coupling then seems to mean more neutralization, up to certainty. But the pair crosses the same distance again on the way out, and strong coupling then returns the electron. In the example below, doubling the coupling gives \(1-p=0.89\), while the phase-averaged neutralization probability is 0.20.

For two states, one crossing and two well-separated passages, the phase-averaged probability is \(2p(1-p)\), which cannot exceed \(1/2\). The averaging is essential: at a fixed phase the probability can reach 1.

## The model

Energies are measured from the separated ions. The ionic state has energy \(-C/R\), with \(C=e^2/(4\pi\varepsilon_0)\), and the covalent state has the constant energy \(-D\). They cross at

\[
R_x=\frac{C}{D},\qquad F=\left.\frac{d}{dR}\left(D-\frac CR\right)\right|_{R_x}=\frac{C}{R_x^2},
\]

where \(F\) is the difference of slopes. These two states, which keep their electronic character through the crossing, are called diabatic. A real constant \(V\) couples them. The nuclei move classically, with radial speed \(v\) at the crossing.

Let \(p\) be the probability that one passage leaves the diabatic state unchanged. An ionic pair thus stays ionic with probability \(p\) and becomes covalent with probability \(1-p\).

## One passage: the Landau–Zener amplitude

Near the crossing the energy gap is linear in time, \(\beta t\) with \(\beta=vF\). The opposite sign of the gap exchanges the labels 1 and 2 and leaves \(p\) unchanged. After removal of the mean energy, which gives only a common phase,

\[
i\hbar\dot a_1=\tfrac12\beta t\,a_1+Va_2,\qquad
i\hbar\dot a_2=Va_1-\tfrac12\beta t\,a_2 .
\]

Set \(\kappa=\beta/\hbar\), \(a_1=c_1e^{-i\kappa t^2/4}\) and \(a_2=c_2e^{i\kappa t^2/4}\). The diagonal terms cancel:

\[
i\hbar\dot c_1=Vc_2e^{i\kappa t^2/2},\qquad
i\hbar\dot c_2=Vc_1e^{-i\kappa t^2/2}.
\]

Differentiate the first equation, then use the second for \(\dot c_2\) and the first for \(c_2\):

\[
\ddot c_1=\frac{V}{i\hbar}\left(\dot c_2+i\kappa t\,c_2\right)e^{i\kappa t^2/2}
=-\frac{V^2}{\hbar^2}c_1+i\kappa t\,\dot c_1 .
\]

Time enters linearly, so a Fourier-type integral \(c_1=\int g(u)e^{iut}\,du\) reduces this to a first-order equation. Since \(it\,e^{iut}=d(e^{iut})/du\), integration by parts gives

\[
t\dot c_1=\int ug\,\frac{d e^{iut}}{du}\,du=-\int (ug)'e^{iut}\,du .
\]

The end terms vanish on the path chosen below. With \(G=ug\) and \(\delta=V^2/(\hbar^2\kappa)=V^2/(\hbar\beta)\),

\[
-u^2g+i\kappa G'+\frac{V^2}{\hbar^2}g=0
\quad\Rightarrow\quad
\frac{G'}{G}=-\frac{iu}{\kappa}+\frac{i\delta}{u}.
\]

Integration and division by \(u\) yield

\[
c_1(t)=\int u^{-1+i\delta}\,e^{iut-iu^2/(2\kappa)}\,du .
\]

The path runs from left to right along the real axis and passes below \(u=0\). Its left end is tilted slightly upward and its right end slightly downward. For \(u=X+iY\), the quadratic factor has modulus \(e^{XY/\kappa}\), so it decays at both ends. The branch cut runs up the positive imaginary axis. Hence \(\arg u=0\) on the right and \(\arg u=-\pi\) on the left.

**Early times.** For \(t\to-\infty\), \(e^{iut}\) decays in the lower half-plane. The part of the path near \(u=0\) can be pushed down and contributes nothing. The stationary point \(u=\kappa t\) contributes a term of order \(1/|t|\). Thus \(c_1\to0\), and the system starts in state 2.

**The amplitude of state 2.** From the first-order equation,

\[
c_2=\frac{i\hbar}{V}\dot c_1e^{-i\kappa t^2/2}
=-\frac{\hbar}{V}e^{-i\kappa t^2/2}\int u^{i\delta}e^{iut-iu^2/(2\kappa)}du .
\]

Completing the square,

\[
iut-\frac{iu^2}{2\kappa}=\frac{i\kappa t^2}{2}-\frac{i(u-\kappa t)^2}{2\kappa}.
\]

The first term cancels the prefactor. At large \(|t|\) the integral comes from \(u=\kappa t\), and the Gaussian integral equals \(\sqrt{2\pi\kappa}\,e^{-i\pi/4}\):

\[
c_2\to-\frac{\hbar}{V}\sqrt{2\pi\kappa}\,e^{-i\pi/4}(\kappa t)^{i\delta}.
\]

The region near \(u=0\) adds a term of order \(1/|t|\) at most, which vanishes. At late times \(|(\kappa t)^{i\delta}|=1\). At early times \(\kappa t=\kappa|t|e^{-i\pi}\), so the modulus is \(|e^{i\delta(-i\pi)}|=e^{\pi\delta}\). Therefore

\[
\left|\frac{c_2(+\infty)}{c_2(-\infty)}\right|=e^{-\pi\delta},
\qquad
p=e^{-2\pi\delta}=\exp\left(-\frac{2\pi V^2}{\hbar vF}\right).
\]

Conservation of the norm gives \(1-p\) for the change of state. A fast passage or weak coupling makes \(p\) close to 1; a slow passage or strong coupling makes it small.

## Two passages: adding amplitudes

Order the states as (1, ionic; 2, covalent). The inward passage is described by a unitary matrix. With the mean energy removed the Hamiltonian has zero trace, so the determinant is 1 and

\[
U=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix},\qquad |a|^2=p,\quad |b|^2=1-p .
\]

Put \(t=0\) at the turning point. On a common classical trajectory the Hamiltonian is real, symmetric and even in time. If \(\psi(t)\) solves the Schrödinger equation, so does \(\chi(t)=\psi^*(-t)\): complex conjugation and time reversal each change the sign of \(i\,d/dt\).

Let the inward passage last from \(-T\) to \(-t_1\), and the outward one from \(t_1\) to \(T\). Then \(\psi(-t_1)=U\psi(-T)\), and for \(\chi\)

\[
\psi^*(-T)=\chi(T)=U_{\rm out}\chi(t_1)=U_{\rm out}U^*\psi^*(-T).
\]

This holds for every initial state, so \(U_{\rm out}=(U^*)^{-1}=U^T\), the last step by unitarity.

Between the passages the gap is much larger than \(V\), and the states only gain phases:

\[
\mathcal D=\begin{pmatrix}e^{-i\varphi}&0\\0&e^{i\varphi}\end{pmatrix}.
\]

The amplitude to start ionic and end covalent is

\[
(U^T\mathcal D U)_{21}=U_{12}e^{-i\varphi}U_{11}+U_{22}e^{i\varphi}U_{21}
=ab\,e^{-i\varphi}-a^*b^*e^{i\varphi}.
\]

The first term is the path that stays ionic on the way in and changes on the way out. The second changes on the way in and stays covalent on the way out. With \(z=ab\,e^{-i\varphi}\), the sum is \(z-z^*=2i\,\mathrm{Im}\,z\), and \(|z|^2=p(1-p)\). Hence

\[
P=4p(1-p)\sin^2\Phi,\qquad \Phi=\varphi-\arg(ab).
\]

When the ionic and covalent trajectories differ inside the crossing, \(\varphi\) is replaced, in the semiclassical approximation and up to sign and a slowly varying offset, by the difference of their radial actions, each taken once between the turning point and \(R_x\) and divided by \(\hbar\).

## The average and its bound

If \(\Phi\) is spread evenly over whole fringes while \(p\) hardly changes, \(\sin^2\Phi\) averages to \(1/2\):

\[
\langle P\rangle=2p(1-p)=\frac12-2\left(p-\frac12\right)^2\le\frac12 .
\]

Equality requires \(p=1/2\). The same value follows from adding two probabilities, \(p(1-p)+(1-p)p\), because the interference term has averaged out. If \(p\) varies slowly over a collection of collisions, the average becomes \(1/2-2\langle(p-1/2)^2\rangle\), so the bound survives.

Both extremes give little neutralization. For \(p\to1\) the electron hardly ever transfers. For \(p\to0\) it transfers on the way in and returns on the way out.

The result was tested by solving the Schrödinger equation for a parabolic gap with two crossings, at \(p=0.1,0.3,0.5,0.7,0.9\) and 16 phases across one fringe. The means agree with \(2p(1-p)\) to within 0.0004. At \(p=0.5\) the individual probabilities range from 0.001 to 0.999, while their mean is 0.4998.

## From probability to cross section

Let \(E\) be the collision energy, \(\mu\) the reduced mass and \(b\) now the impact parameter. Since \(C/R_x=D\), the radial energy at the crossing is

\[
\tfrac12\mu v^2=E+D-\frac{Eb^2}{R_x^2}.
\]

It vanishes at \(b_{\max}^2=R_x^2(1+D/E)\). Trajectories with \(b<b_{\max}\) do reach the crossing, because \(ER^2+CR-Eb^2\) increases with \(R\) and is therefore positive everywhere outside it.

Let \(v_0\) be the head-on speed at the crossing and \(x=v/v_0\). Then \(b^2=b_{\max}^2(1-x^2)\), \(b\,db=-b_{\max}^2x\,dx\), and

\[
p=e^{-g/x},\qquad g=\frac{2\pi V^2}{\hbar v_0F}.
\]

The phase-averaged cross section is

\[
\sigma=2\pi\int_0^{b_{\max}}2p(1-p)\,b\,db
=4\pi b_{\max}^2\int_0^1\left(e^{-g/x}-e^{-2g/x}\right)x\,dx .
\]

Substituting \(w=1/x\) turns each part into \(E_3(y)=\int_1^\infty e^{-yw}w^{-3}dw\):

\[
\sigma=\pi b_{\max}^2\,s(g),\qquad s(g)=4\left[E_3(g)-E_3(2g)\right].
\]

For weak coupling \(E_3(g)\approx\frac12-g\), so \(s\approx4g\). This is twice the head-on value \(2g\), because oblique trajectories cross more slowly. Since \(p\) varies across the disk, it cannot equal \(1/2\) everywhere. The largest share is 0.452, at \(g=0.424\).

The bound also limits the thermal rate coefficient \(k=\langle v_{\rm rel}\sigma\rangle\), where \(v_{\rm rel}\) is the relative speed of the separated ions. In a Maxwell distribution the flux weight is \(Ee^{-E/k_BT}\), so

\[
\frac{\langle v_{\rm rel}/E\rangle}{\langle v_{\rm rel}\rangle}
=\frac{\int_0^\infty e^{-E/k_BT}dE}{\int_0^\infty Ee^{-E/k_BT}dE}=\frac1{k_BT}.
\]

With \(\bar v=\langle v_{\rm rel}\rangle\) and \(\sigma\le\frac12\pi R_x^2(1+D/E)\),

\[
k\le\frac12\pi R_x^2\,\bar v\left(1+\frac{D}{k_BT}\right).
\]

## A worked case in the range of an oxygen plasma

Take masses of 32 and 16 u, as for O\(_2^+\) and O\(^-\), with \(D=1.40\) eV, \(V=0.020\) eV and \(T=500\) K. The values of \(D\) and \(V\) are round model parameters, not computed oxygen energies. The reduced mass is \(32\times16/48=10.67\) u. For the single-energy figures, \(E=1.5k_BT=0.0646\) eV.

The crossing lies at \(R_x=1.440/1.40=1.029\) nm, and \(F=1.440/1.029^2=1.36\) eV/nm. The head-on speed is 5147 m/s, or \(5.147\times10^{-3}\) nm/fs. Thus

\[
g=\frac{2\pi(0.020)^2}{0.6582\times5.147\times10^{-3}\times1.361}=0.545,
\qquad p=e^{-0.545}=0.580 ,
\]

\[
2p(1-p)=2\times0.580\times0.420=0.487 .
\]

A single phase could give up to 0.974. At the same speed and slope, \(V=0.0226\) eV would give \(p=1/2\). Doubling \(V\) to 0.040 eV makes \(g\) four times larger, 2.18; then \(p=0.113\) and \(2p(1-p)=0.20\), as quoted at the start.

The largest impact parameter is 4.90 nm and the neutralized share is 0.441, so

\[
\sigma=0.441\times\pi\times(4.90\ \text{nm})^2\approx33\ \text{nm}^2 .
\]

The thermal rate coefficient is \(4.9\times10^{-8}\) cm\(^3\)/s, about 88% of the one-half ceiling, \(5.5\times10^{-8}\) cm\(^3\)/s.

## How far the assumptions hold

**Phase averaging.** For pure Coulomb attraction down to \(R=0\), the action difference runs through about 275 fringes between \(b=0\) and \(b_{\max}\). Keeping the fringes changes \(\sigma\) by at most 0.07% for eight constant phase offsets. Real ions repel at short range, which reduces the action difference at small \(b\): with a hard core at 0.2 nm it still spans about 120 fringes, and the change stays just within 2%; for a core at 0.3 nm it can reach about 2.4%. Averaging over impact parameter is thus sufficient here. An experiment that selected one phase would not be subject to the bound.

**Shape of the crossing.** For head-on motion at constant speed, the curved Coulomb energy raises \(p\) by only 0.0001 to 0.0002, from 0.5799 to about 0.580. If the coupling also falls by a factor \(e\) every 0.15 nm, an assumed length, \(p\) becomes about 0.60 and \(2p(1-p)\) falls to about 0.48. An assumed polarizability volume of 0.005 nm\(^3\) lowers the ionic energy by 3.2 meV at \(R_x\). Divided by \(F\), this moves the crossing outward by about 0.2%.

**Grazing collisions.** Near \(b_{\max}\) the two passages merge and the linear model fails. The radial energy is below \(2V\) on 2.7% of the disk. Whatever happens there, this part of the disk can change the share 0.441 by no more than 0.027. Trajectories passing just outside \(b_{\max}\), which the model leaves out, can add a little more.

**Irreversible change.** Suppose the covalent pair changes inside the crossing so that the electron cannot return. Neutralization then has probability \((1-p)+p(1-p)=1-p^2\), which may approach 1. The bound requires the return path to remain open.

**A second exit.** Let the ionic state meet a second covalent state farther in, with diabatic probability \(p_2\); call the outer one \(p_1\). With independent phases averaged, the pair ends ionic in two ways: it changes at the outer crossing and returns there, or it passes the outer crossing twice and ends ionic after the inner one. Thus

\[
P_{\rm total}=1-(1-p_1)^2-p_1^2\left[p_2^2+(1-p_2)^2\right].
\]

The bracket is smallest, \(1/2\), at \(p_2=1/2\). Minimizing \((1-p_1)^2+p_1^2/2\) gives \(-2(1-p_1)+p_1=0\), so \(p_1=2/3\) and the maximum total is \(1-\frac19-\frac29=\frac23\). For an added state with \(D=1.60\) eV and the coupling extrapolated with the same decay length, \(p_2=0.114\) and the total is 0.555, above one half. This estimate treats the crossings as separate, each with its own constant coupling. If both couplings keep growing inward, the states mix further: the total rises by roughly 0.03 if the growth stops at 0.90 nm, and by roughly 0.04 if it stops at 0.60 nm.

## Reading the result for a real plasma

Mutual neutralization removes ions in oxygen processing plasmas, where gas temperatures of a few hundred kelvin are typical. Rate coefficients for mutual neutralization commonly lie between about \(10^{-8}\) and \(10^{-7}\) cm\(^3\)/s, so the model value has a plausible size but is no prediction for oxygen. The assumption most clearly broken is that of a single exit: molecular products have several electronic and vibrational states. In the estimate for separate crossings, one added state raises the head-on probability from 0.487 to 0.555, about 14%; the effect of a full set of states is not determined here. A rate model may therefore apply the one-half ceiling to one isolated crossing of two states, with averaged phases and an open return path, but not to the sum over all product channels.

## Numbers as computed

```
contour integral vs propagation, relative error: 1.9e-08
p=0.1: one passage 0.1000, phase mean 0.1803, 2p(1-p) 0.1800
p=0.3: one passage 0.3000, phase mean 0.4201, 2p(1-p) 0.4200
p=0.5: one passage 0.5000, phase mean 0.4998, 2p(1-p) 0.5000
p=0.7: one passage 0.7000, phase mean 0.4199, 2p(1-p) 0.4200
p=0.9: one passage 0.9000, phase mean 0.1800, 2p(1-p) 0.1800
p=0.5, largest sampled single-phase probability: 0.999
p=0.5, smallest sampled single-phase probability: 0.001
reduced mass: 10.667 u
energy defect D: 1.40 eV
coupling V: 0.020 eV
temperature: 500 K
thermal energy kB T: 0.0431 eV
collision energy 1.5 kB T: 0.0646 eV
Coulomb constant C: 1.4400 eV nm
hbar: 0.6582 eV fs
crossing radius Rx: 1.0285 nm
slope difference F: 1.3611 eV/nm
head-on speed at crossing: 5147 m/s
exponent g: 0.5450
diabatic probability p: 0.5799
phase-averaged neutralization 2p(1-p): 0.4872
single-phase maximum 4p(1-p): 0.9745
coupling that gives p=1/2: 0.0226 eV
largest impact parameter bmax: 4.896 nm
neutralized share of disk: 0.4411
largest possible share: 0.4524 at g=0.4243
cross section, formula: 33.224 nm^2
cross section, direct integral over b: 33.224 nm^2
mean thermal speed: 996 m/s
thermal rate coefficient: 4.884e-08 cm^3/s
one-half ceiling of rate coefficient: 5.545e-08 cm^3/s
ionic action, closed form vs quadrature: 6.8e-13 rad
fringes between b=0 and bmax: 275
largest change of cross section by fringes: 0.070 %
p with curved Coulomb energy: 0.5801
coupling decay length: 0.15 nm
p with curved energy and decaying coupling: 0.5983
2p(1-p) with that p: 0.4807
disk share with radial energy below 2V: 2.73 %
assumed polarizability volume: 0.005 nm^3
polarization energy at Rx: 3.22 meV
second channel: D=1.60 eV, R=0.9000 nm, V=0.0471 eV
second channel diabatic probability: 0.1138
total neutralization with two channels: 0.5551
largest total for two crossings: 0.6667
```
